# Moire period and rotation for slightly twisted, misfitting epitaxial lattices

A calculation of a misfitting interface, whether of its image in an electron microscope or of its atomic structure in a periodic cell, begins with a decision: may a film twist of 0.1° be set to zero? For a misfit of 1.2 % the answer depends on the quantity wanted. Dropping the twist changes the repeat distance of the interface by about 1 %, but it turns the repeat pattern by about 8°. A cell or a simulated image built without the twist then has nearly the right size and a visibly wrong orientation. The theorem below gives both quantities.

## Setting and conventions

Let the substrate have a two-dimensional lattice of translations $a$ in the interface plane. The film lattice is obtained from it by a uniform scaling and a rotation. Both lattices are rigid and periodic, and the interface is flat.

A plane vector $(x,y)$ is written as the complex number $x+iy$. A rotation by $\theta$, positive anticlockwise, is then multiplication by $e^{i\theta}$, and the scalar product of $u$ and $v$ is $\mathrm{Re}(\bar u v)$, where the bar denotes complex conjugation. Each substrate translation $a$ becomes the film translation

$$a' = A a,\qquad A = m e^{i\theta},\qquad m = 1+\varepsilon .$$

Here $\theta$ is the twist and $\varepsilon = a_{\rm film}/a_{\rm sub}-1$ is the misfit. It is the misfit actually present in the plane, not the one between unstrained bulk crystals. It is negative when the film has the smaller spacing. We assume $m>0$ and $A\neq 1$, since two identical aligned lattices have no moire pattern. The twist is taken modulo the rotational symmetry of the lattice ($60^\circ$ for a hexagonal one) and reduced to its smallest magnitude, and $|A-1|$ is assumed small, so that among the short reciprocal vectors the corresponding ones are the closest pair (in the example below this holds up to about 40 times the shortest length). Without this reduction the formulas below follow the wrong pair: for a hexagonal lattice with $\varepsilon=-0.012$, twists of $60.1^\circ$ and $180.1^\circ$ have the same moire period as $0.1^\circ$. A hexagonal film lattice turned by $180^\circ$, as in B-type CoSi₂ on Si(111), counts here as untwisted.

Reciprocal vectors $g$ include the factor $2\pi$, so that $\mathrm{Re}(\bar g a)$ is an integer multiple of $2\pi$ for every translation $a$. Lattice rows belonging to a shortest $g$ along its direction have spacing $d=2\pi/|g|$ and run perpendicular to $g$.

**Theorem.** Under these assumptions the moire pattern is a scaled and rotated copy of the substrate lattice. A substrate spacing $d$, or a translation of length $|a|$, is multiplied by

$$M=\frac{m}{\sqrt{\varepsilon^2+2m(1-\cos\theta)}} ,\tag{1}$$

and the pattern is turned from the substrate directions by the angle $\varphi$ with

$$\tan\varphi=\frac{\sin\theta}{\cos\theta-m},\qquad \varphi \text{ modulo } 180^\circ .\tag{2}$$

For $|\varepsilon|=0.012$ and $\theta=0.1^\circ$, $|\varphi|\approx 8.3^\circ$. The pattern turns with the twist if the film spacing is the smaller one, and against it if the film spacing is the larger one.

## Two lemmas

**Lemma 1.** The film reciprocal vector that corresponds to $g$ is

$$g'=\frac{e^{i\theta}}{m}\,g .$$

*Proof.* Corresponding translations must have the same phase in corresponding waves:

$$\mathrm{Re}(\overline{g'}Aa)=\mathrm{Re}(\bar g a)\quad\text{for every } a .$$

The translations span the plane, so $\overline{g'}A=\bar g$. Taking the complex conjugate gives $g'\bar A=g$. Since $\bar A=me^{-i\theta}$, division gives the stated result. A larger film lattice has shorter reciprocal vectors, and both kinds of vector turn by the same angle $\theta$. ∎

**Lemma 2.** The product of the waves $g$ and $g'$, which appears in the intensity of their sum, contains a modulation with wave vector

$$K=g-g'=g\left(1-\frac{e^{i\theta}}{m}\right).\tag{3}$$

*Proof.* Let $\beta$ be a constant phase that describes a rigid shift of the film. The product rule for cosines gives

$$\cos(g\cdot r)\cos(g'\cdot r+\beta)
=\tfrac12\cos(K\cdot r-\beta)+\tfrac12\cos[(g+g')\cdot r+\beta].$$

The second term varies on the atomic scale. When $g'$ is close to $g$, the first varies slowly and forms the visible fringes. The plain sum of the two waves has no Fourier component at $K$; the product is needed. Lemma 1 gives the second form of $K$. The shift enters through $\beta$ alone, so it moves the fringes without changing their period or direction. ∎

The same wave vector describes how well film atoms sit on substrate sites. At a film site $r'$, with one film site as origin, $e^{ig'\cdot r'}=1$. Therefore $e^{ig\cdot r'}=e^{i(g-g')\cdot r'}=e^{iK\cdot r'}$: a substrate wave sampled at the film atoms is the slow moire wave.

## Proof of the theorem

**Period.** The fringe period is $D=2\pi/|K|$. From (3), the squared modulus of the factor multiplying $g$ is

$$\left|1-\frac{e^{i\theta}}{m}\right|^2
=1-\frac{2\cos\theta}{m}+\frac1{m^2}
=\frac{m^2-2m\cos\theta+1}{m^2}.$$

To separate misfit from twist, subtract and add $2m$ in the numerator:

$$m^2-2m\cos\theta+1=(m-1)^2+2m(1-\cos\theta)
=\varepsilon^2+2m(1-\cos\theta).$$

Thus $|K|=|g|/M$ and $D=Md$, with $M$ given by (1).

**Rotation.** The vectors $K$ and $-K$ describe the same set of fringes. It is convenient to use $-K$, because for a smaller film, with a twist small compared with the misfit, it is nearly parallel to $g$:

$$\frac{-K}{g}=\frac{e^{i\theta}}{m}-1
=\frac{\cos\theta-m+i\sin\theta}{m}.\tag{4}$$

The argument of this complex number is the angle from $g$ to $-K$. Its tangent is the imaginary part divided by the real part, which is (2). Substrate rows are perpendicular to $g$ and fringes are perpendicular to $K$, so the fringes are turned from the rows by the same angle.

For a small positive twist the numerator of (2) is positive. If $m<\cos\theta$ the denominator is also positive and $\varphi>0$. If $m>1$ the denominator is negative and the angle that starts from zero at zero twist is negative. If $\cos\theta\le m<1$, the imaginary part of (4) is still positive, so the angle followed continuously from zero twist is positive but has reached or passed $90^\circ$; reduced modulo $180^\circ$ it may appear negative. The sense of rotation in the theorem refers to the angle followed continuously from zero twist.

**The complete lattice.** A point $r$ has position $r$ relative to the substrate lattice. Relative to the film lattice, undoing the film's deformation gives $A^{-1}r$. Their difference, $r-A^{-1}r$, measures the local registry. Registry is unchanged if this difference changes by a substrate translation $a$. A repeat vector $L$ therefore satisfies

$$L-A^{-1}L=a,\qquad L=\frac{a}{1-A^{-1}} .\tag{5}$$

One complex factor multiplies every $a$, so the vectors $L$ form a scaled and rotated copy of the substrate lattice. The denominator $1-A^{-1}=1-e^{-i\theta}/m$ is the complex conjugate of the factor in (3). Its modulus is $1/M$, which gives $|L|=M|a|$. Taking the reciprocal of a complex number reverses its argument, and so does conjugation. Hence $L/a$ has the same argument as $K/g$, which equals $\varphi$ modulo $180^\circ$. Finally,

$$\mathrm{Re}(\bar K L)=\mathrm{Re}\left[\bar g(1-A^{-1})\frac{a}{1-A^{-1}}\right]=\mathrm{Re}(\bar g a),$$

so the vectors $K$ and $L$ are properly reciprocal to each other. The numerical claim is evaluated below. ∎

**Remark on atomic coincidence.** Equation (5) requires equal registry, not an atom of each lattice at the end of $L$. If $L$ happens to be a substrate translation, then $L-a$ is one too, and (5) gives $A(L-a)=L$. If the two lattices share a site at the origin, the film site that came from $L-a$ then falls on the substrate site $L$; a general rigid shift of the film leaves no coincident sites.

A hexagonal example shows this at a larger misfit. Take unit substrate spacing and $\omega=e^{i\pi/3}$, and let the film deformation carry $11+3\omega$ to $12+3\omega$. Since $|p+q\omega|^2=p^2+pq+q^2$, the squared lengths are 163 and 189. The misfit is $\sqrt{189/163}-1=7.681\,\%$, and the difference of arguments is a twist of $-0.848^\circ$. Here $A-1=1/(11+3\omega)$, so (1) gives a period $|A|/|A-1|=\sqrt{189}=13.748$. A direct search through film sites with both indices between $-20$ and 20 finds a shortest non-zero common vector of the same length.

## Small twist, pure twist and angular gain

For $|\varepsilon|\ll1$ and $|\theta|\ll1$, with $\theta$ in radians, $1-\cos\theta\approx\theta^2/2$ and $m\approx1$ in the leading terms. Then

$$|L|\approx\frac{|a|}{\sqrt{\varepsilon^2+\theta^2}},\qquad
\tan\varphi\approx-\frac{\theta}{\varepsilon}.\tag{6}$$

The second expression requires a non-zero misfit large compared with $\theta^2$. It has a simple geometric meaning. Misfit makes a difference vector along $g$, of relative size $|\varepsilon|$. Twist makes one across $g$, of relative size $|\theta|$. The small misfit vector is easily turned by adding a still smaller perpendicular one.

Equation (6) also shows why the period is a poor indicator of twist when $|\theta|\ll|\varepsilon|$. Relative to the untwisted period, it is multiplied by

$$\frac{|\varepsilon|}{\sqrt{\varepsilon^2+\theta^2}}\approx 1-\frac{\theta^2}{2\varepsilon^2}
\qquad(|\theta|\ll|\varepsilon|).$$

The period changes at second order in $\theta/\varepsilon$, whereas the direction changes at first order. Near pure twist the roles are reversed: the period is inversely proportional to $|\theta|$, while the direction hardly responds.

**Corollary 1 (angular gain).** At fixed misfit,

$$\frac{d\varphi}{d\theta}=\frac{1-m\cos\theta}{1+m^2-2m\cos\theta}.\tag{7}$$

*Proof.* The positive factor $1/m$ in (4) does not affect the argument, so $\varphi=\arg Z$ with $Z=e^{i\theta}-m$. Since $\ln Z=\ln|Z|+i\varphi$, the derivative of $\varphi$ is the imaginary part of $Z'/Z$:

$$\frac{d\varphi}{d\theta}
=\mathrm{Im}\frac{ie^{i\theta}}{e^{i\theta}-m}
=\mathrm{Re}\frac{e^{i\theta}(e^{-i\theta}-m)}{|e^{i\theta}-m|^2}.$$

The real part of the numerator is $1-m\cos\theta$, and the denominator is $1+m^2-2m\cos\theta$. ∎

At zero twist, (7) becomes $(1-m)/(1-m)^2=-1/\varepsilon$. The pattern therefore acts as an angular lever. For a smaller film at a fixed small non-zero twist, the gain rises as $|\varepsilon|$ falls only while $|\varepsilon|$ exceeds the twist in radians: for $\theta=0.1^\circ$ it peaks at about 290 near $\varepsilon=-0.17\,\%$ and drops to $1/2$ at $\varepsilon=0$. For a larger film the gain is about $-290$ near $\varepsilon=+0.17\,\%$, passes through zero at $m\cos\theta=1$, that is $\varepsilon\approx\theta^2/2$, and also reaches $1/2$ at $\varepsilon=0$.

**Corollary 2 (twist from a measured rotation).** Multiplying (2) by both denominators gives

$$\sin\theta\cos\varphi=\cos\theta\sin\varphi-m\sin\varphi .$$

Collecting the terms with $\theta$ gives $\sin(\varphi-\theta)=m\sin\varphi$. On the branch that starts at zero twist, and while $|\varphi|$ and $|\varphi-\theta|$ are below $90^\circ$,

$$\theta=\varphi-\arcsin(m\sin\varphi).$$

The angle $\varphi-\theta$ is the pattern rotation measured from the film rows. The inversion needs the misfit as an input: a rotation alone cannot determine both $\varepsilon$ and $\theta$. The period (1) supplies a second condition, but since $\varphi$ is known only modulo $180^\circ$ two solutions remain, with nearly opposite twist and, when $|\varepsilon|\gg\theta^2$, nearly opposite misfit. For example, $\varepsilon=-1.2\,\%$, $\theta=0.1^\circ$ and $\varepsilon=+1.229\,\%$, $\theta=-0.1025^\circ$ both give $M=81.5$ and $\varphi=8.28^\circ$. The sign of the misfit must be known separately; in the narrow range of about $-\theta^2<\varepsilon<0$, near pure twist, both solutions have negative misfit and that sign does not decide. This count assumes that one fringe family is followed; a hexagonal pattern read only modulo $60^\circ$ leaves six solutions.

**The pure-twist limit.** If $\varepsilon=0$ and the reduced twist $\theta$ is positive and small, then $m=1$ and $2(1-\cos\theta)=4\sin^2(\theta/2)$. Equation (1) gives

$$|L|=\frac{|a|}{2\sin(\theta/2)}.$$

Equation (4) becomes $e^{i\theta}-1=2i\sin(\theta/2)e^{i\theta/2}$, so $\varphi=90^\circ+\theta/2$. Pure misfit, by contrast, gives $\varphi=0$. A hexagonal pattern viewed as a whole repeats every $60^\circ$, so rotations near $90^\circ$ and $30^\circ$ look alike. To assign one angle, a particular fringe family must be followed.

## A cobalt disilicide film on silicon (111)

Consider a relaxed CoSi₂ film on Si(111) with a rough misfit of $-1.2\,\%$ and a chosen twist of $0.1^\circ$. The silicon lattice parameter is 0.5431 nm. The shortest surface translation is this divided by $\sqrt2$, or 0.3840 nm. The {220} planes normal to the surface have spacing $0.5431/\sqrt8=0.1920$ nm.

With $m=0.988$ and $\theta=0.001745$ rad, the rotation follows from

$$\tan\varphi=\frac{0.0017453}{0.0119985}=0.1455,\qquad \varphi=8.28^\circ .$$

For the period, $\varepsilon^2=1.440\times10^{-4}$ and $2m(1-\cos\theta)\approx m\theta^2=3.01\times10^{-6}$. Their sum has square root 0.0121248. Thus

$$M=\frac{0.988}{0.0121248}=81.49,$$

$$|L|=81.49\times0.3840\ \mathrm{nm}=31.29\ \mathrm{nm}.$$

The {220} fringes have period $81.49\times0.1920=15.65$ nm. Since the misfit is rough, the physical statement is a repeat of about 31 nm, {220} fringes about 16 nm apart, and a rotation of about $8.3^\circ$. Further digits serve to compare cases within the model. The 31 nm is the repeat of registry. In the projection of either crystal along [111] the shortest surface reciprocal vectors cancel over every full stacking period (three bilayers in silicon, three Si–Co–Si triple layers in CoSi₂), and a pattern formed by the three {220} fringe families alone repeats at $|L|/\sqrt3\approx18$ nm.

Without twist the repeat would be 31.62 nm, so the twist shortens it by 1.0 %. The leading formula (6) gives 31.67 nm with twist, because it also replaces the factor $m$ in the numerator by one. That replacement costs slightly more than the twist effect itself. To find the small shortening, one must therefore compare periods computed with the same formula.

Reversing the misfit to $+1.2\,\%$, with the twist held fixed, gives $-8.27^\circ$. The magnitude is almost unchanged and the sense is opposite. For the original film, the rotation measured from film rows is $8.18^\circ$ instead of $8.28^\circ$.

The angular gain from (7) is 81.6 at this twist, compared with 83.3 at zero twist. An error of $0.01^\circ$ in the twist changes the pattern direction by about $0.8^\circ$. Conversely, an error of $1^\circ$ in reading the fringe direction changes the inferred twist by only $0.012^\circ$, provided that the misfit is known and isotropic. This is small in absolute terms but is still 12 % of the twist. An error in the misfit can cost more: the same $8.28^\circ$ means a twist of $0.080^\circ$ at $\varepsilon=-0.96\,\%$ and $0.069^\circ$ at $\varepsilon=-0.83\,\%$.

## Local relaxation and unequal misfits

Atoms near a real interface move towards favourable sites. Suppose that each displacement depends on local registry alone and that the mean lattices stay fixed. Registry repeats under every $L$, so the displacements do too. They can add harmonics and sharpen the pattern, but they do not alter its repeat vectors.

A numerical model illustrates this statement for one chosen displacement amplitude. Film atoms were placed within 100 nm of an origin, and registry was represented by the sum of the three shortest substrate cosine waves. Each atom was moved up the gradient of this sum, with a largest displacement of 0.020 nm. The registry values were assigned to the undisplaced film sites, weighted by a Gaussian of standard deviation 22 nm, and searched for their strongest slow Fourier component. Its period was 27.10 nm and its rotation $8.28^\circ$, the same as for rigid atoms, as it must be, since the signal is still a function of registry alone. This period belongs to the densest surface rows, whose substrate spacing is 0.3326 nm. The second harmonic rose to about 10 % of the first, and the component at $\sqrt3\,|K|$ reaches a similar size. These figures are set by the chosen displacement: the second harmonic is about 5 % at 0.010 nm and 18 % at 0.040 nm. The displacement rule is a model choice, not a computed silicide structure.

Unequal misfits are more serious for the angle. Let the misfits along two perpendicular axes be $\varepsilon_1$ and $\varepsilon_2$, and let $g$ make an angle $\chi$ with the first axis. To first order, stretching by $\varepsilon_j$ shortens the corresponding component of $g$ by that fraction, while twist adds a perpendicular component. Hence

$$\frac{-K}{|g|}\approx
(-\varepsilon_1\cos\chi-\theta\sin\chi,\;
-\varepsilon_2\sin\chi+\theta\cos\chi).\tag{8}$$

For equal misfits this is one rotation and scaling for every $\chi$. For unequal misfits it is not, and the theorem's single angle ceases to exist.

Take $\varepsilon_1=-1.2\,\%$ and $\varepsilon_2=-1.1\,\%$, with the twist still $0.1^\circ$. For the densest surface rows with normals at $\chi=0^\circ$, $60^\circ$ and $120^\circ$, the full linear deformation gives fringe rotations of $8.3^\circ$, $6.6^\circ$ and $11.0^\circ$. The first is unchanged because its $g$ has no component along the second axis. An anisotropy of 0.1 percentage point thus spreads the directions by about $4^\circ$: $4.4^\circ$ for this orientation of the axes, and between $3.7^\circ$ and $4.4^\circ$ for other orientations. Measuring several fringe families can reveal this departure from a uniform scaling.

## The real interface and the range of the result

CoSi₂ has a cubic lattice parameter roughly 1.2 % smaller than that of silicon at room temperature, so the example lies in the regime of this material pair. The twist is a chosen small misorientation, not a measured typical value. The least secure assumption is that the full bulk misfit is present at the interface. If 80 % of it is relaxed, then $\varepsilon=-0.96\,\%$ and the rotation becomes $10.3^\circ$ at the same twist.

Thermal history can matter more. Suppose that the film relaxes fully at a growth temperature 580 K above room temperature and then stays locked to the silicon during cooling. With rough expansion coefficients of $10\times10^{-6}$ K⁻¹ for the film and $3.6\times10^{-6}$ K⁻¹ for silicon, the ratio of in-plane spacings retained on cooling is

$$m_{\rm g}=0.988\,\frac{1+10\times10^{-6}\times580}{1+3.6\times10^{-6}\times580},$$

which gives $\varepsilon=-0.83\,\%$. At the same twist the repeat grows to 44.7 nm and the rotation to $11.8^\circ$. The figure of $8^\circ$ is therefore tied to an actual misfit of 1.2 %, not to the name of the film.

A fully coherent film has $\varepsilon=0$ whatever its bulk misfit. If a twist of $0.1^\circ$ could persist uniformly in that state, the pure-twist formulas would give a repeat of 220 nm and a rotation of $90.05^\circ$. If the twist also vanished, there would be no moire pattern.

The theorem fixes the geometry of registry, not the defects that accommodate it. Burgers vectors, interface steps and the arrangement of dislocation lines require the atomic structure and its energy. Another pair of reciprocal vectors may also give a slower modulation than the pair followed here. In the example such pairs first appear at about 80 times the shortest length, but for large twists or misfits they are of low order: in a hexagonal pure twist of $17^\circ$ a pair of length $\sqrt7\,|g|$ is already slower, and at $27.8^\circ$ the formula gives 2.08 spacings while the shortest common vector is 3.61. The visible coarse pattern must then be found by comparing those pairs.

For the opening decision, at an actual misfit of 1.2 % the twist may be dropped when a period error of about 1 % is acceptable and orientation is irrelevant. The error grows roughly as $\theta^2/2\varepsilon^2$, to about 1.6 % at $\varepsilon=-0.96\,\%$ and 2.1 % at $\varepsilon=-0.83\,\%$. The twist must be kept when the direction of the cell or fringes enters the calculation. In the example $L$ is not a substrate translation, so a periodic cell of one moire period can only approximate it: with $-L\approx(73.9+13.5\,\omega)\,a$, the four commensurate cells $(p+q\omega)\,a$ with $p=73,74$ and $q=13,14$ have misfits from $-1.19$ to $-1.22\,\%$, twists from $0.096^\circ$ to $0.105^\circ$ and rotations from $8.0^\circ$ to $8.6^\circ$. Under the stated isotropic misfit, the quantity that decides is $|\theta/\varepsilon|$, not the smallness of $\theta$ alone.
